# Adiabatic Elimination of a Lossy Cavity and the Purcell Factor

## Result

A two-level emitter with ground state \(|g\rangle\), excited state \(|e\rangle\) and lowering operator \(\sigma=|g\rangle\langle e|\) is coupled with strength \(g\) to one cavity mode \(a\). The cavity loses energy at rate \(\kappa\), and the emitter decays at rate \(\gamma\) by all other channels. If the cavity is resonant, starts empty, and is much faster than everything else in the problem, the emitter decays at the total rate

\[
\Gamma=\gamma+\frac{4g^2}{\kappa}=\gamma(1+C),\qquad C=\frac{4g^2}{\kappa\gamma}.
\]

The cooperativity \(C\) equals the Purcell factor

\[
F=\frac{3}{4\pi^2}\left(\frac{\lambda}{n}\right)^3\frac{Q}{V}
\]

when \(\gamma\) is purely radiative and has its value in the uniform medium, and the dipole is aligned with the cavity field at its maximum. Here \(\lambda\) is the vacuum wavelength, \(n\) the refractive index, \(Q\) the quality factor and \(V\) the mode volume. Without pure dephasing, \(F\) is then the added rate divided by the free rate. The total enhancement is \(1+F\) only if the cavity leaves emission into all other modes unchanged; a cavity that encloses the emitter on all sides suppresses that background, and the total is then close to \(F\).

## Model and conventions

Let \(\delta=\omega_c-\omega_a\) be the cavity frequency minus the emitter frequency. In the frame rotating at \(\omega_a\), with \(\hbar=1\), the damped Jaynes-Cummings master equation is

\[
\dot\rho=-i[H_A+\delta a^\dagger a+g(a^\dagger\sigma+a\sigma^\dagger),\rho]+\kappa D[a]\rho+\gamma D[\sigma]\rho,
\]
\[
D[L]\rho=L\rho L^\dagger-\tfrac12\left(L^\dagger L\rho+\rho L^\dagger L\right).
\]

With this convention a photon number left to itself decays as \(e^{-\kappa t}\), and the field amplitude as \(e^{-\kappa t/2}\). If \(\kappa\) and \(\gamma\) denoted amplitude rates instead, the factors of 4 would change. The operator \(H_A\) acts on the emitter alone and may describe a weak resonant drive, \(H_A=\tfrac{\Omega}{2}(\sigma+\sigma^\dagger)\). The equation assumes zero temperature and the rotating-wave approximation, which needs \(g\), \(\kappa\) and \(|\delta|\) small compared with the optical frequency.

## First derivation: eliminating the photon blocks

Assume \(g,\gamma,|H_A|\ll\kappa\). Project the density matrix on photon numbers, \(\rho_{mn}=\langle m|\rho|n\rangle\). Each \(\rho_{mn}\) is still an operator on the emitter. From \(\langle m|a^\dagger=\sqrt m\,\langle m-1|\) and \(\langle m|a=\sqrt{m+1}\,\langle m+1|\),

\[
\langle m|(a^\dagger\sigma+a\sigma^\dagger)\rho|n\rangle=\sqrt m\,\sigma\rho_{m-1,n}+\sqrt{m+1}\,\sigma^\dagger\rho_{m+1,n}.
\]

Acting to the right on \(|n\rangle\) gives in the same way

\[
\langle m|\rho(a^\dagger\sigma+a\sigma^\dagger)|n\rangle=\sqrt{n+1}\,\rho_{m,n+1}\sigma+\sqrt n\,\rho_{m,n-1}\sigma^\dagger.
\]

The cavity loss contributes \(\kappa\sqrt{(m+1)(n+1)}\,\rho_{m+1,n+1}-\tfrac{\kappa}{2}(m+n)\rho_{mn}\), and the detuning contributes \(-i\delta(m-n)\rho_{mn}\). Write \(\mathcal L_A\rho=-i[H_A,\rho]+\gamma D[\sigma]\rho\). The three lowest equations are then

\[
\dot\rho_{00}=\mathcal L_A\rho_{00}-ig(\sigma^\dagger\rho_{10}-\rho_{01}\sigma)+\kappa\rho_{11},
\]
\[
\begin{aligned}
\dot\rho_{10}={}&\mathcal L_A\rho_{10}-\left(\tfrac{\kappa}{2}+i\delta\right)\rho_{10}+\sqrt2\,\kappa\rho_{21}\\
&-ig(\sigma\rho_{00}+\sqrt2\,\sigma^\dagger\rho_{20}-\rho_{11}\sigma),
\end{aligned}
\]
\[
\begin{aligned}
\dot\rho_{11}={}&\mathcal L_A\rho_{11}-\kappa\rho_{11}+2\kappa\rho_{22}\\
&-ig(\sigma\rho_{01}-\rho_{10}\sigma^\dagger+\sqrt2\,\sigma^\dagger\rho_{21}-\sqrt2\,\rho_{12}\sigma).
\end{aligned}
\]

**Which terms are small.** Let \(\varepsilon=g/\kappa\) and set \(\rho_{mn}=\varepsilon^{m+n}r_{mn}\). Every block other than \(\rho_{00}\) starts at zero and is damped at rate \(\kappa(m+n)/2\). Divide its equation by \(\kappa\varepsilon^{m+n}\). The source from the block with one photon index lower has size \(\varepsilon\cdot\varepsilon^{-1}=1\). The source from the block with one index higher has size \(\varepsilon\cdot\varepsilon=\varepsilon^2\). The loss term that feeds from \(\rho_{m+1,n+1}\) also has size \(\varepsilon^2\). The \(r_{mn}\) therefore stay at most of order one, order by order in \(\varepsilon\), and the assumed scaling is a consistent upper bound. Blocks with a photon index of two or more are smaller still, because \(\sigma^2=0\) removes the leading source \(\sigma\rho_{10}\propto\sigma\sigma\rho_{00}\) of \(\rho_{20}\). At leading order we may drop \(\rho_{20}\), \(\rho_{21}\), \(\rho_{12}\), \(\rho_{22}\) and the term \(\rho_{11}\sigma\) from the last two equations. We also drop \(\mathcal L_A\) there, because it is small compared with \(\kappa\). This step makes a relative error of order \(\gamma/\kappa\) and \(|H_A|/\kappa\) in the cavity-induced terms, separate from the error of order \(\varepsilon^2\).

**The coherence block.** What remains is \(\dot\rho_{10}=-(\kappa/2+i\delta)\rho_{10}-ig\sigma\rho_{00}\). With \(\rho_{10}(0)=0\) its solution is

\[
\rho_{10}(t)=-ig\int_0^t e^{-(\kappa/2+i\delta)s}\,\sigma\rho_{00}(t-s)\,ds .
\]

The exponential restricts \(s\) to a few \(1/\kappa\). In that time \(\rho_{00}\) hardly changes, because its own equation contains rates of order \(g^2/\kappa\) and \(|\mathcal L_A|\). It can be taken out of the integral at time \(t\). After a transient of a few \(1/\kappa\),

\[
\rho_{10}=-\frac{ig}{\kappa/2+i\delta}\,\sigma\rho_{00},\qquad
\rho_{01}=\rho_{10}^\dagger=\frac{ig}{\kappa/2-i\delta}\,\rho_{00}\sigma^\dagger .
\]

**The one-photon block.** By the same argument \(\rho_{11}\) follows its source, so \(\kappa\rho_{11}=-ig\sigma\rho_{01}+ig\rho_{10}\sigma^\dagger\). In the first term \((-ig)(ig)=g^2\), and in the second \((ig)(-ig)=g^2\). Hence

\[
\kappa\rho_{11}=g^2\left[\frac{1}{\kappa/2-i\delta}+\frac{1}{\kappa/2+i\delta}\right]\sigma\rho_{00}\sigma^\dagger=\Gamma_c\,\sigma\rho_{00}\sigma^\dagger,
\]
\[
\Gamma_c=\frac{g^2\kappa}{\kappa^2/4+\delta^2}.
\]

**Back to the zero-photon block.** Define the shift

\[
\Delta_c=-\frac{g^2\delta}{\kappa^2/4+\delta^2}.
\]

Then \(g^2/(\kappa/2+i\delta)=g^2(\kappa/2-i\delta)/(\kappa^2/4+\delta^2)=\Gamma_c/2+i\Delta_c\), and the two coupling terms become

\[
-ig\sigma^\dagger\rho_{10}=-\left(\tfrac{\Gamma_c}{2}+i\Delta_c\right)\sigma^\dagger\sigma\rho_{00},
\]
\[
ig\rho_{01}\sigma=-\left(\tfrac{\Gamma_c}{2}-i\Delta_c\right)\rho_{00}\sigma^\dagger\sigma .
\]

Their real parts form the anticommutator of \(\Gamma_cD[\sigma]\), their imaginary parts form the commutator \(-i\Delta_c[\sigma^\dagger\sigma,\rho_{00}]\), and \(\kappa\rho_{11}\) supplies the jump term \(\Gamma_c\sigma\rho_{00}\sigma^\dagger\).

The reduced emitter state is \(\rho_A=\rho_{00}+\rho_{11}+\dots\), which differs from \(\rho_{00}\) by a fixed linear map of relative size \(\varepsilon^2\). Rewriting the equation for \(\rho_A\) therefore adds terms of size \(\varepsilon^2 g^2/\kappa\) and \(\varepsilon^2|\mathcal L_A|\), no larger than those already neglected. The result is

\[
\dot\rho_A=-i[H_A+\Delta_c\sigma^\dagger\sigma,\rho_A]+(\gamma+\Gamma_c)D[\sigma]\rho_A .
\]

On resonance \(\Delta_c=0\) and \(\Gamma_c=4g^2/\kappa\). The added decay is irreversible because a photon placed in the cavity usually leaves before the emitter can reabsorb it. On resonance a faster cavity loss weakens the added decay: the coherence \(\rho_{10}\), through which the transfer proceeds, is then damped sooner. With detuning, \(d\Gamma_c/d\kappa\) has the sign of \(\delta^2-\kappa^2/4\), so this holds only for \(\kappa>2|\delta|\). For larger detuning a faster loss increases \(\Gamma_c\). For \(\delta>0\) the cavity lies above the emitter and pushes its excited level down, which is ordinary level repulsion.

The size of the neglected terms can be seen in a driven case. Take \(\delta=0.3\kappa\), \(\Omega=3g^2/\kappa\), \(\gamma=g^2/\kappa\), and start in the ground state. Both master equations were propagated by matrix exponentials, the full one with photon numbers 0 to 3. The states were compared at \(t=0.3\), \(0.8\) and \(2\) in units of \(\kappa/g^2\), using half the sum of the absolute eigenvalues of their difference. The largest value was 0.0023 for \(g=0.05\kappa\) and 0.00058 for \(g=0.025\kappa\). Halving \(g\) divides the error by about four. This is expected here because \(\Omega/\kappa\) and \(\gamma/\kappa\) were chosen proportional to \(\varepsilon^2\), so all neglected terms shrink together. If instead \(\Omega\) is held fixed and exceeds \(\Gamma_c\), while \(\gamma\) still shrinks as \(g^2\), the neglected terms of size \(g^2\Omega/\kappa^2\) are of order \(\Omega/\kappa\) relative to \(\Gamma_c\). With detuning, the error in the long-time state is then of order \(\Omega/\kappa\) and does not fall as \(g\) is reduced.

## Second derivation: the decaying amplitude

Now set \(H_A=0\) and start in \(|e,0\rangle\). The Hamiltonian conserves the excitation number \(a^\dagger a+\sigma^\dagger\sigma\), and each jump lowers it by one. The one-excitation part of \(\rho\) could be fed by jumps from two excitations, but there are none. It therefore evolves under the Hamiltonian and the anticommutator terms alone, and these preserve the form \(|\psi\rangle\langle\psi|\) with \(|\psi\rangle=c_e|e,0\rangle+c_1|g,1\rangle\). The amplitudes obey

\[
\dot c_e=-\tfrac{\gamma}{2}c_e-igc_1,\qquad
\dot c_1=-\left(\tfrac{\kappa}{2}+i\delta\right)c_1-igc_e .
\]

Insert \(c_e,c_1\propto e^{-\mu t}\). The two equations become \((\mu-\gamma/2)c_e=igc_1\) and \((\mu-\kappa/2-i\delta)c_1=igc_e\). Multiplying them gives

\[
\left(\mu-\tfrac{\gamma}{2}\right)\left(\mu-\tfrac{\kappa}{2}-i\delta\right)=-g^2,
\]

or

\[
\mu=\frac{\gamma}{2}+\frac{g^2}{\kappa/2+i\delta-\mu}.
\]

For the slow root \(|\mu|\ll\kappa\), so \(\mu\) may be dropped from the denominator. This leaves \(\mu\simeq\gamma/2+\Gamma_c/2+i\Delta_c\). The population \(|c_e|^2\) decays at \(2\,\mathrm{Re}\,\mu=\gamma+\Gamma_c\), and the level is shifted by \(\mathrm{Im}\,\mu=\Delta_c\), in agreement with the first derivation.

**Exact rate on resonance.** For \(\delta=0\) the condition is \(\mu^2-\tfrac12(\kappa+\gamma)\mu+\tfrac14\kappa\gamma+g^2=0\). Since \((\kappa+\gamma)^2/4-\kappa\gamma=(\kappa-\gamma)^2/4\), the slow root gives

\[
\Gamma=2\mu_-=\frac{\kappa+\gamma}{2}-\sqrt{\frac{(\kappa-\gamma)^2}{4}-4g^2}.
\]

Let \(A=(\kappa-\gamma)/2\) and expand \(\sqrt{A^2-4g^2}=A-2g^2/A-2g^4/A^3-\dots\). Because \((\kappa+\gamma)/2-A=\gamma\),

\[
\Gamma=\gamma+\frac{4g^2}{\kappa-\gamma}+\frac{16g^4}{(\kappa-\gamma)^3}+\dots
\]
\[
\phantom{\Gamma}=\gamma+\frac{4g^2}{\kappa}\left(1+\frac{\gamma}{\kappa}+\frac{4g^2}{\kappa^2}+\dots\right).
\]

The bracket gives the first correction to adiabatic elimination. For \(\gamma=0.01\kappa\), the true added rate divided by \(4g^2/\kappa\) is 1.021 at \(g=0.05\kappa\), 1.055 at \(g=0.1\kappa\) and 1.27 at \(g=0.2\kappa\). In the last case the first correction gives 1.17, so higher terms matter.

**Where the rate loses its meaning.** Let \(\gamma<\kappa\). When \(4g>\kappa-\gamma\), the square root is imaginary and both roots have the same real part. With \(\nu=\sqrt{g^2-(\kappa-\gamma)^2/16}\), the solution with \(c_e(0)=1\) and \(c_1(0)=0\) is

\[
c_e=e^{-(\kappa+\gamma)t/4}\left[\cos\nu t+\frac{\kappa-\gamma}{4\nu}\sin\nu t\right].
\]

Its derivative at \(t=0\) is \(-(\kappa+\gamma)/4+(\kappa-\gamma)/4=-\gamma/2\), as required. The bracket passes through zero and changes sign, so the population vanishes and then revives: the emitter reabsorbs the photon. At \(g=0.5\kappa\) and \(\gamma=0.01\kappa\) the first revival reaches about 0.026.

This threshold compares \(g\) with \(\kappa\), whereas \(C\) compares \(4g^2/\kappa\) with \(\gamma\). A large cooperativity is therefore compatible with \(g\ll\kappa\), provided \(\gamma\) is small enough.

## What each derivation assumes

Both start from the same master equation, so they share its single mode, zero temperature and rotating-wave approximation. Both also start with an empty cavity.

The first derivation needs \(g\), \(\gamma\) and \(|H_A|\) small compared with \(\kappa\) from the outset. In return it holds for any initial emitter state and for a weakly driven emitter, which can be excited repeatedly. At leading order it contains no sign of the threshold at \(4g=\kappa-\gamma\).

The second derivation uses no separation of time scales until the root is expanded. It therefore supplies the correction and the point of failure. Its price is that it excludes a drive, which would populate states with two or more excitations.

For the undriven emitter it still determines more than the population. In an initial superposition of \(|g,0\rangle\) and \(|e,0\rangle\), the state \(|g,0\rangle\) does not evolve, and jumps cannot feed the coherence between the two without a second excitation. That coherence is therefore proportional to \(c_e\) and decays at half the population rate. This is what \((\gamma+\Gamma_c)D[\sigma]\) gives, so without a drive the two derivations yield the same emitter equation after the transient.

They also treat the transient differently. Write \(c_e=we^{-\mu_-t}+(1-w)e^{-\mu_+t}\) on resonance. The initial slope \(-\gamma/2\) requires \(w\mu_-+(1-w)\mu_+=\gamma/2\), so

\[
w=\frac{\mu_+-\gamma/2}{\mu_+-\mu_-}=1+\frac{\mu_--\gamma/2}{\mu_+-\mu_-}\simeq1+\frac{2g^2/\kappa}{\kappa/2}=1+\frac{4g^2}{\kappa^2}.
\]

The slow exponential starts slightly above one because the decay through the cavity needs a time of order \(1/\kappa\) to set in. The first derivation discards this offset.

## From cooperativity to the Purcell factor

Restore \(\hbar\) and let \(\omega\) be the common resonance frequency. Three rates are needed: \(g\), \(\gamma\) and \(\kappa=\omega/Q\).

**Cavity coupling.** Take a uniform medium without dispersion, and write the field as \(\mathbf E=E_0\mathbf u(\mathbf r)(a+a^\dagger)\) with real \(\mathbf u\) and maximum \(|\mathbf u|=1\). Then \(\langle0|\mathbf E^2|0\rangle=E_0^2|\mathbf u|^2\). For a mode well enough confined to be treated as closed, integration by parts and the wave equation give \(\int|\nabla\times\mathbf u|^2d^3r=(n\omega/c)^2\int|\mathbf u|^2d^3r\). The magnetic amplitude is \(E_0\nabla\times\mathbf u/\omega\), so the magnetic energy equals the electric energy. Each is half of the vacuum energy \(\hbar\omega/2\):

\[
\tfrac12\varepsilon_0n^2E_0^2V=\frac{\hbar\omega}{4},\qquad V=\int|\mathbf u|^2d^3r .
\]

An aligned transition dipole \(d\) at the field maximum has \(\hbar g=dE_0\), the sign being absorbed in the phase of \(a\). Hence

\[
g^2=\frac{d^2\omega}{2\hbar\varepsilon_0n^2V}.
\]

At another place or angle, \(g^2\) is multiplied by the squared projection of \(\mathbf u(\mathbf r)\) on the dipole direction.

**Free decay.** Plane waves in a large box of volume \(L^3\) obey the same energy condition with \(V\) replaced by \(L^3\). The two polarizations together contribute \(\sin^2\theta\), where \(\theta\) is the angle between wavevector and dipole. The golden rule is \(\gamma_0=2\pi\sum g_k^2\,\delta(\omega_k-\omega)\). The sum becomes \(L^3/(2\pi)^3\) times an integral over \(k^2dk\,d\Omega_k\), with \(k^2dk=(n^3\omega_k^2/c^3)d\omega_k\) and \(\int\sin^2\theta\,d\Omega_k=8\pi/3\). Therefore

\[
\gamma_0=2\pi\,\frac{L^3}{8\pi^3}\,\frac{n^3\omega^2}{c^3}\,\frac{8\pi}{3}\,\frac{d^2\omega}{2\hbar\varepsilon_0n^2L^3}=\frac{n\omega^3d^2}{3\pi\varepsilon_0\hbar c^3}.
\]

Local-field corrections are neglected.

**The ratio.** Set \(\gamma=\gamma_0\). This assumes that the cavity leaves emission into all other modes at its free value, which is reasonable for mirrors that cover a small solid angle. It fails for a cavity that surrounds the emitter: for a dipole at the centre of a uniform spherical cavity with a weakly lossy wall, \(Q\approx2000\) and \(V\approx10(\lambda/n)^3\), one has \(F=15.1\), while the exact classical rate is 15.15 times the free rate on resonance and 0.07 times it between resonances. The added rate \(F\gamma_0\) is unaffected; the background \(\gamma\) is what changes. Then

\[
C=4\,\frac{d^2\omega}{2\hbar\varepsilon_0n^2V}\,\frac{Q}{\omega}\,\frac{3\pi\varepsilon_0\hbar c^3}{n\omega^3d^2}=\frac{6\pi Q}{V}\left(\frac{c}{n\omega}\right)^3 .
\]

Since \(c/(n\omega)=\lambda/(2\pi n)\), the prefactor is \(6\pi/(8\pi^3)=3/(4\pi^2)\), and \(C=F\). The dipole has cancelled: it sets both rates, but not their ratio.

**Non-radiative decay.** If the radiative yield without the cavity is \(\eta=\gamma_0/\gamma<1\), the same \(g\) and \(\kappa\) give \(C=4g^2/(\kappa\gamma)=\eta F\). Here \(\gamma_0\) counts only the transition that couples to the mode. For a molecule or colour centre, emission into vibronic or phonon sidebands outside the cavity line belongs to the background and lowers \(\eta\) as well.

**Pure dephasing.** Let the optical coherence decay at an additional rate \(\gamma_\varphi\), with \(\delta=0\). The excited population is coupled to the element \(\langle g|\rho_{10}|e\rangle\), whose damping rises from \(\kappa/2\) to \(\kappa/2+\gamma_\varphi\). The added population decay becomes

\[
\frac{2g^2}{\kappa/2+\gamma_\varphi}=\frac{4g^2}{\kappa+2\gamma_\varphi}.
\]

The geometric factor \(F\) then overstates the enhancement.

## Worked example

Take a model emitter with \(d=1.0\times10^{-29}\) C m and \(\lambda=600\) nm, in a medium with \(n=1.5\). The cavity has \(Q=2000\) and \(V=10(\lambda/n)^3=10\times(0.4\ \mu\mathrm m)^3=0.64\ \mu\mathrm m^3\).

The frequency is \(\omega=2\pi c/\lambda=3.139\times10^{15}\) rad/s, so \(\kappa=\omega/2000=1.570\times10^{12}\ \mathrm{s^{-1}}\). The formulas above give \(g=1.08\times10^{10}\) rad/s and \(\gamma_0=1.957\times10^7\ \mathrm{s^{-1}}\). The added decay is

\[
\frac{4g^2}{\kappa}=\frac{4(1.0805\times10^{10})^2}{1.5697\times10^{12}}\ \mathrm{s^{-1}}=2.975\times10^8\ \mathrm{s^{-1}} .
\]

The cooperativity and the Purcell factor are

\[
C=\frac{2.975\times10^8}{1.957\times10^7}=15.2,\qquad
F=\frac{3}{4\pi^2}\,\frac{2000}{10}=15.2 .
\]

With the background decay kept at its free value, the lifetime falls from 51.1 ns to \(51.1/16.2=3.15\) ns.

The cavity is far from strong coupling, since \(g/\kappa=0.0069\). The expansion predicts that the added rate of the full master equation exceeds \(4g^2/\kappa\) by the fraction \(\gamma_0/\kappa+4g^2/\kappa^2=2.0\times10^{-4}\). Propagating the full master equation by a matrix exponential gives the same excess. This fraction measures the error of the elimination within the master equation only. It is smaller than \(\kappa/\omega=1/Q\), which the master equation itself treats as negligible.

Photons leave the cavity at the rate \(\kappa\,\mathrm{Tr}\,\rho_{11}=\Gamma_c\langle\sigma^\dagger\sigma\rangle\) at leading order. The time integral of the excited population is \(1/(\gamma+\Gamma_c)\), so the fraction emitted through the cavity is

\[
\frac{\Gamma_c}{\gamma+\Gamma_c}=\frac{C}{1+C}=\frac{15.2}{16.2}=0.938 .
\]

Three changes, made one at a time, show how the enhancement is lost:

- Detuning by half a linewidth, \(\delta=\kappa/2\), doubles the denominator of \(\Gamma_c\) and halves the added decay to \(1.49\times10^8\ \mathrm{s^{-1}}\).
- Dephasing at \(\gamma_\varphi=\kappa\) reduces it to one third, \(9.92\times10^7\ \mathrm{s^{-1}}\).
- A radiative yield of 0.2 leaves the added rate unchanged at this accuracy but lowers the cooperativity to \(0.2\times15.2=3.04\), because the cavity now competes with a faster background decay.

Numerical values quoted here were computed with a short program.
